\section*{Two-configuration SCF, GVB pairing and the dissociation of minimal-basis H2}

\section*{Question}

I am stretching H$_2$ in a minimal basis, one $1s$-type function $a$ or $b$ on each atom. Restricted Hartree--Fock (RHF) gives far too high an energy at large distance. Unrestricted Hartree--Fock (UHF) repairs the energy, but $\langle S^2\rangle$ climbs towards 1. I was told to use
\[
\Psi=c_1|\phi_1\bar\phi_1|+c_2|\phi_2\bar\phi_2|
\]
and to optimize both the coefficients and the orbitals. I was also told that this is the same as a GVB perfect-pairing function, that it dissociates H$_2$ exactly, and that it stays a singlet.

I can write the $2\times2$ matrix, but I get lost when I vary the orbitals, because I find two Fock operators instead of one. I also do not see where non-orthogonal GVB orbitals could come from, since $\phi_1$ and $\phi_2$ are orthogonal. And does ``exactly'' mean that I should get $-1$ hartree?

\section*{Answer}

Two Fock operators is correct. ``Exactly'' means full configuration interaction (CI) within your minimal basis, so the limit is twice the energy of the atom in that basis, not $-1$ hartree. I use hartree atomic units, fixed nuclei and real orthonormal orbitals, and add the nuclear repulsion $1/R$ at the end.

\subsection*{Spin and energy}

Each determinant is a spatial product times the same spin function:
\[
\Psi=\Phi\,\Theta,\qquad \Phi=c_1\phi_1\phi_1+c_2\phi_2\phi_2,\qquad
\Theta=\frac{\alpha\beta-\beta\alpha}{\sqrt2},
\]
where the first factor of a product belongs to electron 1, and $c_1^2+c_2^2=1$. The raising operator gives $S_+\Theta=(\alpha\alpha-\alpha\alpha)/\sqrt2=0$, and $S_z\Theta=0$. Since $S^2=S_-S_++S_z^2+S_z$, we have $S^2\Psi=0$ for any coefficients and orbitals, optimized or not.

With $H=h(1)+h(2)+1/r_{12}$, $J_{ij}=(ii|jj)$ and $K=(12|12)$, the matrix elements are
\[
H_{11}=2h_{11}+J_{11},\qquad H_{22}=2h_{22}+J_{22},\qquad H_{12}=K.
\]
The one-electron part of $H_{12}$ vanishes because it carries a factor $\langle\phi_1|\phi_2\rangle=0$. Hence
\begin{equation}
E=c_1^2(2h_{11}+J_{11})+c_2^2(2h_{22}+J_{22})+2c_1c_2K. \label{E}
\end{equation}

\subsection*{The coefficients}

Stationarity at fixed norm gives $(H_{11}-E)c_1+Kc_2=0$ and $Kc_1+(H_{22}-E)c_2=0$. Define $\Delta=(H_{22}-H_{11})/2$ and $W=\sqrt{\Delta^2+K^2}$. The lower root and its coefficient ratio are
\begin{equation}
E=\frac{H_{11}+H_{22}}2-W,\qquad
\frac{c_2}{c_1}=\frac{E-H_{11}}K=-\frac{W-\Delta}{K}. \label{CI}
\end{equation}
Using $K^2=(W-\Delta)(W+\Delta)$ in the normalization,
\[
c_1^2=\frac{K^2}{K^2+(W-\Delta)^2}
=\frac{(W-\Delta)(W+\Delta)}{2W(W-\Delta)}
=\frac12\left(1+\frac{\Delta}{W}\right).
\]

The sign of $K$ matters. It is the Coulomb interaction of the density $\rho=\phi_1\phi_2$ with itself. In terms of the Fourier transform $\tilde\rho(\mathbf k)=\int\rho(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$, and with $4\pi/k^2$ the transform of $1/r$,
\[
K=\frac1{2\pi^2}\int\frac{|\tilde\rho(\mathbf k)|^2}{k^2}\,d^3k>0,
\]
unless $\phi_1\phi_2$ vanishes everywhere. Then $W>\Delta$, so $c_1$ and $c_2$ have opposite signs. I take $c_1>0$ and $c_2=-|c_2|$.

\subsection*{The orbitals}

Define the operators
\[
J_i f(\mathbf r)=f(\mathbf r)\!\int\!\frac{\phi_i(\mathbf r')^2}{|\mathbf r-\mathbf r'|}d^3r',
\qquad
K_i f(\mathbf r)=\phi_i(\mathbf r)\!\int\!\frac{\phi_i(\mathbf r')f(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'.
\]
Now change $\phi_1$ by $\delta\phi_1$. The orbital occurs twice in $h_{11}$, four times in $J_{11}$ and twice in $K$, so
\[
\delta h_{11}=2\langle\delta\phi_1|h|\phi_1\rangle,\quad
\delta J_{11}=4\langle\delta\phi_1|J_1|\phi_1\rangle,\quad
\delta K=2\langle\delta\phi_1|K_2|\phi_1\rangle.
\]
Inserting these in \eqref{E}, and treating $\phi_2$ in the same way, gives
\begin{align}
\delta E&=4\langle\delta\phi_1|F_1|\phi_1\rangle+4\langle\delta\phi_2|F_2|\phi_2\rangle,\label{dE}\\
F_1&=c_1^2(h+J_1)+c_1c_2K_2,\qquad
F_2=c_2^2(h+J_2)+c_1c_2K_1.\nonumber
\end{align}
The operators differ because the orbitals have different occupations and see different fields.

The allowed variations must preserve orthonormality. There are two kinds:
\begin{itemize}
\item Mixing $\phi_i$ with an orbital $v$ orthogonal to both: $\delta\phi_i=\eta v$. This requires $\langle v|F_i|\phi_i\rangle=0$.
\item Rotating the pair: $\delta\phi_1=\eta\phi_2$ and $\delta\phi_2=-\eta\phi_1$. This requires $\langle\phi_2|F_1-F_2|\phi_1\rangle=0$.
\end{itemize}
Together they read
\begin{equation}
F_1\phi_1=\varepsilon_{11}\phi_1+\varepsilon_{12}\phi_2,\qquad
F_2\phi_2=\varepsilon_{12}\phi_1+\varepsilon_{22}\phi_2, \label{orb}
\end{equation}
with the same $\varepsilon_{12}$ in both. In general it cannot be dropped.

For H$_2$ near equilibrium or stretched, take $\phi_1$ even and $\phi_2$ odd under inversion. (This choice is not always the best for the compressed molecule: in cc-pVTZ an even $\phi_2$ gives the lower energy at 0.3, 0.5 and 0.7 bohr, an odd one at 0.9 and 1.4 bohr.) Both $F_i$ then preserve parity, so $\varepsilon_{12}=0$. One SCF cycle solves \eqref{CI}, builds $F_1$ and $F_2$, and diagonalizes $F_1$ among even functions and $F_2$ among odd ones. The lowest eigenvector of each block is the new orbital. This is repeated until nothing changes; the program damps the iteration by building the next $F_i$ from the average of the old and new orbital densities. Equations \eqref{orb} guarantee a stationary point; that it is the minimum needs a separate check.

\subsection*{Where the GVB orbitals come from}

Form two new orbitals from the optimized pair:
\[
\varphi_{a}=\frac{\sqrt{c_1}\,\phi_1+\sqrt{|c_2|}\,\phi_2}{\sqrt{c_1+|c_2|}},\qquad
\varphi_{b}=\frac{\sqrt{c_1}\,\phi_1-\sqrt{|c_2|}\,\phi_2}{\sqrt{c_1+|c_2|}}.
\]
They are normalized, and their overlap is
\begin{equation}
S=\langle\varphi_a|\varphi_b\rangle=\frac{c_1-|c_2|}{c_1+|c_2|}.\label{S}
\end{equation}
In $\varphi_a\varphi_b+\varphi_b\varphi_a$ the cross terms $\phi_1\phi_2$ and $\phi_2\phi_1$ cancel, leaving
\[
\varphi_a\varphi_b+\varphi_b\varphi_a
=\frac{2}{c_1+|c_2|}\left(c_1\phi_1\phi_1-|c_2|\phi_2\phi_2\right)
=\frac{2}{c_1+|c_2|}\,\Phi .
\]
This is the GVB pair: one electron in each of two overlapping orbitals, coupled to a singlet. The opposite signs of $c_1$ and $c_2$ are what make the orbitals real.

Conversely, start from any real normalized $\varphi_a,\varphi_b$ with overlap $|S|<1$. The functions $\phi_1=(\varphi_a+\varphi_b)/\sqrt{2(1+S)}$ and $\phi_2=(\varphi_a-\varphi_b)/\sqrt{2(1-S)}$ are orthonormal, and
\begin{align*}
\varphi_a\varphi_b+\varphi_b\varphi_a
&=\tfrac12\left[(\varphi_a+\varphi_b)(\varphi_a+\varphi_b)-(\varphi_a-\varphi_b)(\varphi_a-\varphi_b)\right]\\
&=(1+S)\phi_1\phi_1-(1-S)\phi_2\phi_2 .
\end{align*}
So every GVB pair is a two-configuration function, and the optimal two-configuration function is a GVB pair. The two minimizations have the same answer. At $S=1$ the pair reduces to one doubly occupied orbital, which is RHF.

\subsection*{Why it is full CI in the minimal basis}

With $s=\langle a|b\rangle$, the symmetry orbitals are
\[
g=\frac{a+b}{\sqrt{2(1+s)}},\qquad u=\frac{a-b}{\sqrt{2(1-s)}} .
\]
A singlet needs a symmetric spatial function, and two orbitals supply three: $gg$, $uu$ and $(gu+ug)/\sqrt2$. The third is odd under inversion and cannot mix with the other two. Equation \eqref{CI} with $\phi_1=g$, $\phi_2=u$ is therefore the complete CI problem for even singlets.

The numerical check confirms, at six distances from 1.4 to 20 bohr, that its lower root is the lowest of all the singlets. No other choice of $\phi_1,\phi_2$ in this basis can then do better, since it would also give a singlet.

\subsection*{The limit of large $R$}

Let $s$ and the product $ab$ become negligible. Then $g^2$ and $u^2$ both tend to $(a^2+b^2)/2$, while $gu\to(a^2-b^2)/2$. Write $U=(aa|aa)$. Separated spherical clouds interact as point charges, so $(aa|bb)\to1/R$, and
\[
h_{gg},h_{uu}\to E_{\rm H}-\frac1R,\qquad
J_{gg},J_{uu}\to\frac12\left(U+\frac1R\right),\qquad
K\to\frac12\left(U-\frac1R\right),
\]
where $E_{\rm H}$ is the atom's energy in this basis and $-1/R$ is the attraction to the other nucleus. Now $\Delta\to0$ and $W\to K$. Including the nuclear repulsion,
\begin{align*}
E_{\rm TC}&\to2\left(E_{\rm H}-\frac1R\right)+J_{gg}-K+\frac1R
=2E_{\rm H}-\frac2R+\frac1R+\frac1R=2E_{\rm H},\\
E_{\rm RHF}&\to2\left(E_{\rm H}-\frac1R\right)+J_{gg}+\frac1R
=2E_{\rm H}+\frac U2-\frac1{2R}.
\end{align*}
The coefficients tend to $c_1=-c_2=1/\sqrt2$, and
\[
\frac{gg-uu}{\sqrt2}\to\frac{ab+ba}{\sqrt2},
\]
one electron on each atom. RHF keeps $gg\to(aa+ab+ba+bb)/2$, which puts both electrons on the same atom with probability $\tfrac12$. That costs $U/2$.

UHF can use the single product $ab$, which has the same limiting energy $2E_{\rm H}$. For spin-up and spin-down orbitals with overlap $x$, the antisymmetric spatial part of the product, which is the triplet part, has weight $(1-x^2)/2$. A triplet has $S^2=2$, so $\langle S^2\rangle=1-x^2$. As $x\to0$ this tends to 1: half singlet, half triplet.

\subsection*{Numbers at $R=4$ bohr}

In STO-3G, $h_{gg}=-0.756849$, $J_{gg}=0.502616$ and $K=0.265128$ hartree. Thus
\[
H_{11}=2(-0.756849)+0.502616=-1.011082 .
\]
In the same way $H_{22}=-0.809026$, so $\Delta=0.101028$. Then
\begin{align*}
W&=\sqrt{0.101028^2+0.265128^2}=0.283724,\\
E_{\rm TC}&=-0.910054-0.283724+0.250000=-0.943778\ \text{hartree},\\
c_1^2&=\tfrac12\left(1+0.101028/0.283724\right)=0.6780 .
\end{align*}
This gives $c_1=0.8234$ and $c_2=-0.5674$. From \eqref{S}, the GVB overlap is $S=0.2560/1.3908=0.184$. Written in atomic functions, $\varphi_a\propto a+0.044\,b$: nearly an atomic orbital, with a small tail on the neighbour. The overlap depends on the basis: it is 0.253 in 6-31G and 0.260 in cc-pVTZ.

Total energies in hartree along the curve are:

\begin{center}
\begin{tabular}{rrrrr}
$R$/bohr & RHF & UHF & TC & $\langle S^2\rangle_{\rm UHF}$\\
1.4 & $-1.1167$ & $-1.1167$ & $-1.1373$ & 0.000\\
2.5 & $-0.9658$ & $-0.9799$ & $-1.0305$ & 0.440\\
4.0 & $-0.7611$ & $-0.9358$ & $-0.9438$ & 0.964\\
20.0 & $-0.5709$ & $-0.9332$ & $-0.9332$ & 1.000
\end{tabular}
\end{center}

The two-configuration value of $\langle S^2\rangle$ is zero in every row. Its energy reaches $2E_{\rm H}=-0.933164$ hartree. The distance from $-1$ hartree, the energy of two exact hydrogen atoms, is the error of the basis. Relative to $2E_{\rm H}$, the RHF error tends to $U/2=0.3873$ hartree (10.54 eV). At 20 bohr it is still $0.0250$ hartree short of that limit, which is the $1/(2R)$ term. These values belong to STO-3G, where the orbital cannot relax. The RHF error at 20 bohr with the $1/(2R)$ term removed is 0.299 hartree in 6-31G and 0.287 hartree (7.8 eV) in cc-pVTZ, and $\langle S^2\rangle_{\rm UHF}$ at 2.5 bohr is 0.281 in cc-pVTZ.

\subsection*{What changes in a larger basis}

With $n$ orbitals, the symmetric matrix describing a singlet pair can be diagonalized into up to $n$ doubly occupied configurations. The two-configuration function allows only two such terms. Its orbitals are optimized for that form and need not coincide with any two orbitals of the full expansion. It is therefore no longer full CI in general. In 6-31G, where the orbitals really are optimized, it lies above full CI by 5.4 millihartree at 1.4 bohr and by 0.11 millihartree at 4 bohr. These gaps are not converged with the basis, which has no $p$ functions: in cc-pVTZ they are 20.9 and 2.1 millihartree. At 20 bohr it again gives twice the atomic energy of the basis, $-0.996466$ hartree. The correct dissociation and the pure spin survive; the equality with full CI at every distance belongs to the minimal basis.

\section*{Computed results}
\begin{verbatim}
H2, STO-3G, worked point R = 4.0 bohr; energies in hartree
overlap of atomic functions s: 0.098133
h_gg: -0.756849
h_uu: -0.667440
J_gg: 0.502616
J_uu: 0.525855
J_gu: 0.512086
K_gu: 0.265128
H11 (electronic): -1.011082
H22 (electronic): -0.809026
lower root (electronic): -1.193778
two-configuration total energy: -0.943778
full-CI singlet total energy: -0.943778
c1: 0.823432
c2: -0.567416
GVB overlap S: 0.184072
GVB mixing lambda in a+lambda*b: 0.043844
UHF orbital overlap x: 0.189758
Delta = (H22-H11)/2: 0.101028
nuclear repulsion 1/R: 0.250000
Total energies (hartree), STO-3G; TC = two-configuration
R/bohr   E_RHF      E_UHF      E_TC    <S2>UHF <S2>TC
  1.4  -1.116714  -1.116714  -1.137276  0.0000 0.0000
  2.5  -0.965794  -0.979948  -1.030474  0.4398 0.0000
  4.0  -0.761082  -0.935842  -0.943778  0.9640 0.0000
  6.0  -0.645077  -0.933227  -0.933402  0.9993 0.0000
 10.0  -0.595971  -0.933164  -0.933164  1.0000 0.0000
 20.0  -0.570861  -0.933164  -0.933164  1.0000 0.0000
R/bohr    c1       c2     GVB S   ionic weight TC
  1.4  0.99363 -0.11272  0.79624  0.38800
  2.5  0.95867 -0.28452  0.54228  0.22724
  4.0  0.82343 -0.56742  0.18407  0.03277
  6.0  0.72559 -0.68813  0.02649  0.00070
 10.0  0.70722 -0.70699  0.00016  0.00000
 20.0  0.70711 -0.70711  0.00000  0.00000
STO-3G atom energy E_H: -0.466582 hartree
STO-3G 2 E_H: -0.933164 hartree
STO-3G (aa|aa): 0.774606 hartree
RHF error at infinite R: 0.387303 hartree
RHF error at infinite R: 10.539 eV
RHF error at R = 20 bohr: 0.362303 hartree
H2, 6-31G, optimized orbitals; energies in hartree
R/bohr   E_TC       E_FCI      c1       c2    cycles
  1.4  -1.146248  -1.151679  0.99393 -0.10997   32
  4.0  -1.009371  -1.009485  0.85915 -0.51172   31
 20.0  -0.996466  -0.996466  0.70711 -0.70711    1
6-31G E_TC - E_FCI at R = 1.4 bohr: 5.431 millihartree
6-31G E_TC - E_FCI at R = 4.0 bohr: 0.114 millihartree
6-31G 2 E_H: -0.996466 hartree
largest orbital-gradient error: 2.6e-08 hartree
\end{verbatim}

The molecular numbers use the small basis 6-31G, STO-3G and are not converged values.
